# Unbroadened Peak Gain of a Two-Subband Quantum Well: a numerical check

```python
"""Unbroadened peak gain of a quantum well with one parabolic subband per band.

Result under test: at the subband edge the inversion factor is
    F = f_c - f_v = 1 - exp(-n/nc) - exp(-n/nv)      (neutral well, p = n)
n, p   : electron and hole sheet densities
nc, nv : mass * kT / (pi hbar^2) for the conduction and valence subband
f_c, f_v : electron occupations of the conduction and valence edge states
When F > 0 the gain spectrum has its maximum at the edge.
Independent road: quasi-Fermi levels from numerical k integrals and root
finding, and a gain spectrum from an explicit sum over k states.
Energies are in eV, lengths in nm, sheet densities in 1e12 cm^-2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

HBAR2_OVER_M0 = const.hbar**2 / (const.m_e * const.e) * 1e18   # eV nm^2
PER_NM2 = 100.0            # 1 nm^-2 expressed in 1e12 cm^-2
temperature = 300.0
kT = const.k * temperature / const.e
mass_c, mass_v = 0.06, 0.30
mass_r = mass_c * mass_v / (mass_c + mass_v)
edge_energy = 0.8
second_hole_offset = 0.060


# ---------- derived formulas ----------
def density_scale(mass):
    return PER_NM2 * mass * kT / (np.pi * HBAR2_OVER_M0)


nc, nv = density_scale(mass_c), density_scale(mass_v)


def factor_formula(n, p=None):
    p = n if p is None else p
    return 1 - np.exp(-n / nc) - np.exp(-p / nv)


def slope_formula(n):
    return np.exp(-n / nc) / nc + np.exp(-n / nv) / nv


def window_formula(n):
    return kT * (np.log(np.expm1(n / nc)) + np.log(np.expm1(n / nv)))


def spectral_factor_formula(excess, n):
    electron = 1 / (1 + np.exp(mass_r * excess / (mass_c * kT))
                    / np.expm1(n / nc))
    hole = 1 / (1 + np.exp(mass_r * excess / (mass_v * kT))
                / np.expm1(n / nv))
    return electron + hole - 1


# ---------- independent road, from the definitions ----------
def integrated_density(level, mass, offsets=(0.0,)):
    """Spin-summed k integral; level is measured from the first edge."""
    k_max = np.sqrt(2 * mass * (max(level, 0) + 40 * kT) / HBAR2_OVER_M0)
    total = 0.0
    for offset in offsets:
        def integrand(k):
            energy = HBAR2_OVER_M0 * k**2 / (2 * mass) + offset
            return k / np.pi * expit((level - energy) / kT)
        total += quad(integrand, 0, k_max, epsabs=1e-13,
                      epsrel=1e-10, limit=200)[0]
    return PER_NM2 * total


def fermi_level(density, mass, offsets=(0.0,)):
    return brentq(lambda x: integrated_density(x, mass, offsets) - density,
                  -0.4, 0.8, xtol=1e-13)


def factor_direct(n, p=None, hole_mass=mass_v, hole_offsets=(0.0,)):
    p = n if p is None else p
    f_c = expit(fermi_level(n, mass_c) / kT)
    f_v = 1 - expit(fermi_level(p, hole_mass, hole_offsets) / kT)
    return f_c - f_v


def transparency_direct(hole_mass):
    return brentq(lambda n: fermi_level(n, mass_c)
                  + fermi_level(n, hole_mass), 0.1, 5.0, xtol=1e-10)


# Edge factor at several densities
densities = [0.5, 1.0, 2.0, 4.0]
for n in densities:
    assert abs(factor_direct(n) - factor_formula(n)) < 1e-7

# Transparency, equal-mass limit, slope and half inversion
n_tr = brentq(factor_formula, 0.1, 5.0)
assert abs(transparency_direct(mass_v) - n_tr) < 1e-6
n_tr_equal = nc * np.log(2)
assert abs(transparency_direct(mass_c) - n_tr_equal) < 1e-6
assert n_tr_equal < n_tr
step = 1e-3
slope_direct = (factor_direct(n_tr + step)
                - factor_direct(n_tr - step)) / (2 * step)
assert abs(slope_direct - slope_formula(n_tr)) < 1e-5
n_half = brentq(lambda n: factor_formula(n) - 0.5, 0.1, 20.0)
assert abs(factor_direct(n_half) - 0.5) < 1e-7

# Sum over k states on a midpoint mesh, one quadrant with weight four
points, bins, max_excess = 1500, 75, 0.150
k_limit = np.sqrt(2 * mass_r * max_excess / HBAR2_OVER_M0)
dk = k_limit / points
k_axis = (np.arange(points) + 0.5) * dk
k_squared = (k_axis[:, None]**2 + k_axis[None, :]**2).ravel()
k_squared = k_squared[k_squared < k_limit**2]
electron_energy = HBAR2_OVER_M0 * k_squared / (2 * mass_c)
hole_energy = HBAR2_OVER_M0 * k_squared / (2 * mass_v)
excess_energy = electron_energy + hole_energy
state_weight = 4 * 2 * (dk / (2 * np.pi))**2
bin_width = max_excess / bins


def binned(weights):
    hist, edges = np.histogram(excess_energy, bins=bins,
                               range=(0, max_excess), weights=weights)
    return state_weight * hist / bin_width, 0.5 * (edges[1:] + edges[:-1])


def spectrum_direct(n):
    level_c, level_v = fermi_level(n, mass_c), fermi_level(n, mass_v)
    inversion = (expit((level_c - electron_energy) / kT)
                 + expit((level_v - hole_energy) / kT) - 1)
    return binned(inversion / (edge_energy + excess_energy))


reduced_dos = mass_r / (np.pi * HBAR2_OVER_M0)
counted_dos, centres = binned(np.ones_like(excess_energy))
dos_deviation = np.max(np.abs(counted_dos / reduced_dos - 1))
assert dos_deviation < 0.01     # lattice-point noise of the finite mesh

n_spec = 2.0
gain, centres = spectrum_direct(n_spec)
gain_formula = (reduced_dos * spectral_factor_formula(centres, n_spec)
                / (edge_energy + centres))
gain_deviation = np.max(np.abs(gain - gain_formula)) / gain.max()
assert gain_deviation < 0.02    # same noise, relative to the peak
assert np.argmax(gain) == 0 and gain[0] > 0
absorbing, _ = spectrum_direct(0.5)
assert np.all(absorbing < 0)    # no gain below transparency

# Upper end of the gain window from the occupations themselves
level_c, level_v = fermi_level(n_spec, mass_c), fermi_level(n_spec, mass_v)
window_direct = brentq(
    lambda x: expit((level_c - mass_r * x / mass_c) / kT)
    + expit((level_v - mass_r * x / mass_v) / kT) - 1, 0, 0.5, xtol=1e-13)
assert abs(window_direct - window_formula(n_spec)) < 1e-7

# Unequal densities and a second hole subband
n_doped, p_doped = 1.0, 2.0
factor_doped = factor_formula(n_doped, p_doped)
assert abs(factor_direct(n_doped, p_doped) - factor_doped) < 1e-7
assert factor_doped > factor_formula(n_doped)
factor_two = factor_direct(n_spec, hole_offsets=(0.0, second_hole_offset))
assert factor_two < factor_formula(n_spec)

# ---------- numbers for the text ----------
U = "1e12 cm^-2"
print(f"Conduction mass: {mass_c:.2f} m0")
print(f"Valence mass: {mass_v:.2f} m0")
print(f"Reduced mass: {mass_r:.3f} m0")
print(f"Temperature: {temperature:.0f} K")
print(f"kT: {1e3 * kT:.2f} meV")
print(f"Edge photon energy: {edge_energy:.1f} eV")
print(f"nc: {nc:.4f} {U}")
print(f"nv: {nv:.4f} {U}")
print("Edge values: n (1e12 cm^-2), f_c, f_v, F formula, F direct")
for n in densities:
    print(f"  {n:.1f}  {1 - np.exp(-n / nc):.4f}  {np.exp(-n / nv):.4f}"
          f"  {factor_formula(n):+.4f}  {factor_direct(n):+.4f}")
print(f"Transparency density: {n_tr:.4f} {U}")
print(f"Transparency density / nc: {n_tr / nc:.4f}")
print(f"f_c = f_v at transparency: {np.exp(-n_tr / nv):.4f}")
print(f"Transparency density if mv = mc: {n_tr_equal:.4f} {U}")
print(f"Slope dF/dn at transparency: {slope_formula(n_tr):.4f} 1e-12 cm^2")
print(f"Same slope, direct: {slope_direct:.4f} 1e-12 cm^2")
print(f"Density for F = 0.5: {n_half:.4f} {U}")
print(f"Spectrum density: {n_spec:.1f} {U}")
print(f"Electron quasi-Fermi level above edge: {1e3 * level_c:.2f} meV")
print(f"Hole quasi-Fermi level into band: {1e3 * level_v:.2f} meV")
print(f"Gain window, formula: {1e3 * window_formula(n_spec):.2f} meV")
print(f"Gain window, direct: {1e3 * window_direct:.2f} meV")
print("Spectral factor: excess energy (meV), f_c - f_v")
for excess in (0.0, 0.020, 0.040, 0.060, 0.080):
    print(f"  {1e3 * excess:.0f}  "
          f"{spectral_factor_formula(excess, n_spec):+.4f}")
print(f"Bin width of k-state sum: {1e3 * bin_width:.1f} meV")
print(f"Centre of highest gain bin: {1e3 * centres[np.argmax(gain)]:.1f} meV")
print(f"Largest density-of-states deviation: {100 * dos_deviation:.2f} %")
print(f"Largest gain deviation / peak: {100 * gain_deviation:.2f} %")
print(f"F for n = {n_doped:.1f}, p = {p_doped:.1f} {U}: {factor_doped:+.4f}")
print(f"Second hole subband offset: {1e3 * second_hole_offset:.0f} meV")
print(f"F with second hole subband, n = {n_spec:.1f} {U}: {factor_two:+.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
Conduction mass: 0.06 m0
Valence mass: 0.30 m0
Reduced mass: 0.050 m0
Temperature: 300 K
kT: 25.85 meV
Edge photon energy: 0.8 eV
nc: 0.6480 1e12 cm^-2
nv: 3.2398 1e12 cm^-2
Edge values: n (1e12 cm^-2), f_c, f_v, F formula, F direct
  0.5  0.5378  0.8570  -0.3192  -0.3192
  1.0  0.7863  0.7344  +0.0519  +0.0519
  2.0  0.9543  0.5394  +0.4150  +0.4150
  4.0  0.9979  0.2909  +0.7070  +0.7070
Transparency density: 0.9110 1e12 cm^-2
Transparency density / nc: 1.4060
f_c = f_v at transparency: 0.7549
Transparency density if mv = mc: 0.4491 1e12 cm^-2
Slope dF/dn at transparency: 0.6113 1e-12 cm^2
Same slope, direct: 0.6113 1e-12 cm^2
Density for F = 0.5: 2.4074 1e12 cm^-2
Spectrum density: 2.0 1e12 cm^-2
Electron quasi-Fermi level above edge: 78.59 meV
Hole quasi-Fermi level into band: -4.08 meV
Gain window, formula: 74.51 meV
Gain window, direct: 74.51 meV
Spectral factor: excess energy (meV), f_c - f_v
  0  +0.4150
  20  +0.3453
  40  +0.2496
  60  +0.1185
  80  -0.0490
Bin width of k-state sum: 2.0 meV
Centre of highest gain bin: 1.0 meV
Largest density-of-states deviation: 0.30 %
Largest gain deviation / peak: 0.35 %
F for n = 1.0, p = 2.0 1e12 cm^-2: +0.2469
Second hole subband offset: 60 meV
F with second hole subband, n = 2.0 1e12 cm^-2: +0.3763
ALL CHECKS PASSED
```
